\section*{The Wiedemann-Franz Law in a Magnetic Field and the Hall Lorenz Ratio}

\section{The question}

A metal in a magnetic field carries charge and heat sideways as well as forwards. An electric field along $x$ drives a current along $y$, and a temperature gradient along $x$ drives an electronic heat current along $y$. Without a field, the Wiedemann-Franz law ties the two conductivities together when scattering is elastic and the conductivity contributed by each energy shell varies little over $k_BT$. Does it also tie the Hall components, which depend differently on the scattering time? And when inelastic collisions break the law, is it broken equally in both directions?

For each component with $\sigma_{ij}\neq0$, define
\begin{equation}
\ell_{ij}=\frac{\kappa_{ij}}{L_0T\sigma_{ij}},\qquad
L_0=\frac{\pi^2}{3}\left(\frac{k_B}{e}\right)^2 .
\end{equation}
Here $\kappa$ is the electronic thermal conductivity at zero electric current. Two results are derived. For elastic scattering, with a conductivity per energy shell that varies smoothly over $k_BT$, $\ell_{ij}=1$ up to corrections of order $T^2$, for every component whose shell conductivity does not vanish at the chemical potential. For separate relaxation times of charge and heat, $\ell_{xy}\approx\ell_{xx}^2$ in weak field; in strong field this relation fails.

\section{The kinetic equation}

Atomic units are used, $\hbar=e=m_e=1$, and the electron has charge $-1$. Electrons have band energy $\varepsilon_{\mathbf k}$, velocity $\mathbf v=\nabla_{\mathbf k}\varepsilon$ and obey the semiclassical equation $\dot{\mathbf k}=-\mathbf E-\mathbf v\times\mathbf B$. Landau quantisation is neglected, which in strong field requires at least $2\pi^2k_BT\gg\hbar\omega_c$, with $\omega_c$ the cyclotron frequency, so that temperature smears out the quantum oscillations. The anomalous velocity due to Berry curvature is also left out. In a steady state
\begin{equation}
\mathbf v\cdot\nabla_{\mathbf r}f-(\mathbf E+\mathbf v\times\mathbf B)\cdot\nabla_{\mathbf k}f
=\left(\frac{\partial f}{\partial t}\right)_{\rm coll}.
\end{equation}
Write $f=f_0+(-f_0')\varphi$, where $f_0$ is the Fermi function with local $\mu(\mathbf r)$ and $T(\mathbf r)$, and the prime is $\partial/\partial\varepsilon$. To first order in the driving forces, the terms are as follows.

The gradient acts on $(\varepsilon-\mu)/k_BT$, so
\begin{equation}
\mathbf v\cdot\nabla_{\mathbf r}f_0=(-f_0')\,\mathbf v\cdot\left[\nabla\mu+\frac{\varepsilon-\mu}{T}\nabla T\right].
\end{equation}
The electric force gives $-\mathbf E\cdot\mathbf v f_0'=(-f_0')\,\mathbf v\cdot\mathbf E$. The magnetic force gives nothing on $f_0$, because $(\mathbf v\times\mathbf B)\cdot\mathbf v=0$. On the deviation it gives $(-f_0')\Omega\varphi$ with
\begin{equation}
\Omega=-(\mathbf v\times\mathbf B)\cdot\nabla_{\mathbf k}.
\end{equation}
Write the collision term as $-(-f_0')C\varphi$, so that $C$ is a positive relaxation operator. With $\boldsymbol{\mathcal E}=\mathbf E+\nabla\mu$, division by $-f_0'$ leaves
\begin{equation}
(C+\Omega)\varphi=-\mathbf v\cdot\left[\boldsymbol{\mathcal E}+\frac{\varepsilon-\mu}{T}\nabla T\right].
\label{eq:kin}
\end{equation}
The heat drive is the charge drive multiplied by $(\varepsilon-\mu)/T$.

\section{Why elastic scattering keeps the shells apart}

Let $h(\varepsilon)$ be any function of energy. The product rule gives
\begin{equation}
\Omega(h\varphi)=h\,\Omega\varphi-\varphi h'(\mathbf v\times\mathbf B)\cdot\mathbf v=h\,\Omega\varphi .
\end{equation}
The magnetic force does no work, so it moves electrons along their energy shell. For elastic collisions with symmetric rates $W_{\mathbf k\mathbf k'}$,
\begin{equation}
C(h\varphi)=\sum_{\mathbf k'}W_{\mathbf k\mathbf k'}\left[h(\varepsilon)\varphi_{\mathbf k}-h(\varepsilon')\varphi_{\mathbf k'}\right]=h\,C\varphi ,
\end{equation}
because $W$ vanishes unless $\varepsilon'=\varepsilon$. Both operators therefore commute with $h(\varepsilon)$.

It is then enough to solve, on each shell,
\begin{equation}
(C+\Omega)\chi_j=v_j .
\label{eq:chi}
\end{equation}
A solution exists for the following reasons. Use the inner product $\langle a,b\rangle=\int d^dk\,\delta(\varepsilon-\varepsilon_{\mathbf k})ab$. Then $\langle\chi,C\chi\rangle$ is half the sum of $W(\chi_{\mathbf k}-\chi_{\mathbf k'})^2$ over pairs, which vanishes only for constant $\chi$ if scattering connects the whole shell. The operator $\Omega$ is antisymmetric, since its flow conserves energy and has $\nabla_{\mathbf k}\cdot(\mathbf v\times\mathbf B)=\mathbf B\cdot(\nabla_{\mathbf k}\times\mathbf v)=0$. So $C+\Omega$ and its adjoint $C-\Omega$ annihilate only constants, and (\ref{eq:chi}) is solvable if $v_j$ averages to zero. It does: $v_j\delta(\varepsilon-\varepsilon_{\mathbf k})=-\partial_{k_j}\Theta(\varepsilon-\varepsilon_{\mathbf k})$ integrates to zero over the Brillouin zone. The free constant in $\chi_j$ carries no current, for the same reason.

Since functions of energy pass through the operators, the solution of (\ref{eq:kin}) is
\begin{equation}
\varphi=-\sum_j\chi_j\left[\mathcal E_j+\frac{\varepsilon-\mu}{T}\partial_jT\right].
\label{eq:phi}
\end{equation}

\section{Currents and the open-circuit condition}

Define the shell conductivity and its thermal moments, with the factor 2 for spin:
\begin{align}
\sigma_{ij}(\varepsilon)&=2\int\frac{d^dk}{(2\pi)^d}\,\delta(\varepsilon-\varepsilon_{\mathbf k})\,v_i\chi_j,\\
K_n&=\int d\varepsilon\,(-f_0')(\varepsilon-\mu)^n\sigma(\varepsilon).
\end{align}
The $K_n$ are matrices. The electric current is minus the particle current, and the heat current carries $\varepsilon-\mu$ per particle:
\begin{align}
\mathbf j&=-2\int\frac{d^dk}{(2\pi)^d}\mathbf v(-f_0')\varphi
=K_0\boldsymbol{\mathcal E}+K_1\frac{\nabla T}{T},\\
\mathbf q&=2\int\frac{d^dk}{(2\pi)^d}\mathbf v(\varepsilon-\mu)(-f_0')\varphi
=-K_1\boldsymbol{\mathcal E}-K_2\frac{\nabla T}{T}.
\end{align}
The minus sign in (\ref{eq:phi}) cancels the electron's charge in $\mathbf j$ and survives in $\mathbf q$. The measured electrical conductivity is $K_0$. Setting $\mathbf j=0$ gives $\boldsymbol{\mathcal E}=-K_0^{-1}K_1\nabla T/T$. Insert this in $\mathbf q=-\kappa\nabla T$:
\begin{equation}
\kappa=\frac1T\left(K_2-K_1K_0^{-1}K_1\right).
\label{eq:kappa}
\end{equation}
The order of the factors matters, since in a field these matrices need not commute.

\section{The law, component by component}

Suppose $\sigma(\varepsilon)$ varies smoothly over several $k_BT$ around $\mu$. Expand it there and use
\begin{equation}
\int(-f_0')(\varepsilon-\mu)^2d\varepsilon=\frac{\pi^2}{3}(k_BT)^2,\quad
\int(-f_0')(\varepsilon-\mu)^4d\varepsilon=\frac{7\pi^4}{15}(k_BT)^4 ,
\end{equation}
while odd moments vanish. With $\sigma,\sigma',\sigma''$ taken at $\mu$,
\begin{align}
K_0&=\sigma+\tfrac{\pi^2}{6}(k_BT)^2\sigma''+\dots,\\
K_1&=\tfrac{\pi^2}{3}(k_BT)^2\sigma'+\dots,\\
K_2&=\tfrac{\pi^2}{3}(k_BT)^2\sigma+\tfrac{7\pi^4}{30}(k_BT)^4\sigma''+\dots
\end{align}
The leading term of (\ref{eq:kappa}) comes from $K_2$ alone:
\begin{equation}
\kappa_{ij}=L_0T\,\sigma_{ij}\qquad\text{for every }i,j .
\label{eq:wf}
\end{equation}
No relaxation time was assumed. The Hall conductivity may depend on scattering in a complicated way, but heat and charge share the same $\chi_j$, so that dependence cancels.

For the first correction, subtract $L_0TK_0$. The coefficient of $\sigma''$ is $\pi^4k_B^4T^3$ times $\frac7{30}-\frac1{18}=\frac{8}{45}$, and the open-circuit term contributes $-(\pi^2/3)^2$ times the same powers. Hence
\begin{equation}
\kappa-L_0TK_0=\pi^4k_B^4T^3\left[\frac{8}{45}\sigma''-\frac19\,\sigma'\sigma^{-1}\sigma'\right]+O(T^5).
\label{eq:corr}
\end{equation}
Relative to $L_0T\sigma$ this is of order $(k_BT)^2$ divided by the square of the energy over which $\sigma$ varies. The last term mixes components. If some $\sigma_{ij}(\mu)$ vanishes by accident, both sides of (\ref{eq:wf}) vanish at leading order. What remains of $\kappa_{ij}$ and $L_0T\sigma_{ij}$ then comes from the corrections, and their ratio $\ell_{ij}$ need not be close to 1, even at low temperature.

Smoothness is a separate condition from elasticity. If an elastic rate $1/\tau(\varepsilon)$ changes appreciably within $k_BT$, charge and heat sample it differently, because the heat weight contains $(\varepsilon-\mu)^2$. Then $\ell$ can differ from 1 with no energy exchanged at all.

\section{Example: a warped band with impurities}

Take a two-dimensional band $\varepsilon=k^2g(\theta)/2$ with $g=1+0.2\cos2(\theta-0.3)+0.1\cos4\theta$, at $\mu=1$ eV, $k_BT=0.01$ eV and free-electron cyclotron energy $\hbar\omega_c=0.001$ eV. The scatterers are Gaussian potentials of depth 0.5 eV and width 1 \AA, with density 0.002 \AA$^{-2}$, treated in Born approximation. The width $w$ is that of $\exp(-r^2/2w^2)$. For the unwarped band the Born rate gives $\omega_c\tau=0.82$, so the field is not weak. Exact phase shifts for these wells would give 0.78; the conductivities below belong to the Born model, while the law itself needs only elastic scattering.

Equation (\ref{eq:chi}) is solved shell by shell, and $\kappa$ follows from the open-circuit condition. For the $xx$ component, $\sigma_{xx}=176.129\,e^2/\hbar$ and $\kappa_{xx}/T=579.165\,k_B^2/\hbar$, so
\begin{equation}
\ell_{xx}=\frac{579.165}{3.2899\times176.129}=0.9995 .
\end{equation}
The Hall components are $\sigma_{xy}=-114.1$ and $\sigma_{yx}=141.3$ in units of $e^2/\hbar$. They are not equal and opposite. A mirror symmetry $k_y\to-k_y$ reverses $B$ and would give $\sigma_{xy}(B)=-\sigma_{xy}(-B)$; with the Onsager relation $\sigma_{xy}(-B)=\sigma_{yx}(B)$ this would force $\sigma_{yx}=-\sigma_{xy}$. The tilted warping removes that mirror, so a symmetric part, even in $B$, is allowed in addition to the antisymmetric Hall part. Even so, $\ell_{xy}=1.0000$ and $\ell_{yx}=0.9999$. The largest deviation of any of the four ratios from 1 is $4.8\times10^{-4}$.

When $k_BT$ doubles from 0.005 to 0.01 eV, the norm of $(\kappa-L_0TK_0)/T$ grows by a factor 3.998, close to the 4 required by (\ref{eq:corr}). At the lower temperature the tensor formula (\ref{eq:corr}) agrees with the computed misfit to about $2\times10^{-4}$ of its largest component, the size of the neglected $T^5$ term. (The smaller value $9\times10^{-5}$ in the output uses finite differences of step 0.02 eV for $\sigma'$ and $\sigma''$, whose error partly cancels that term.)

In SI units $L_0=2.443\times10^{-8}$ W\,$\Omega$\,K$^{-2}$.

\section{Two relaxation times}

Inelastic collisions move electrons between shells, so $C$ no longer commutes with $\varepsilon-\mu$. The charge drive is even in $\varepsilon-\mu$ and the heat drive is odd. With particle-hole symmetry near $\mu$, collisions do not mix these two classes. The simplest model gives the even part a rate $1/\tau_e$ and the odd part a rate $1/\tau_h$. Define
\begin{equation}
r=\frac{\tau_h}{\tau_e},\qquad a=\omega_c\tau_e,\qquad \omega_c\tau_h=ra .
\end{equation}

Take an isotropic band of mass $m$ with $\mathbf B$ along $z$ and $\omega_c=B/m$. Since $\mathbf v\times\mathbf B=B(v_y,-v_x,0)$ and $\mathbf k=m\mathbf v$,
\begin{equation}
\Omega=\omega_c\left(k_x\partial_{k_y}-k_y\partial_{k_x}\right),\quad
\Omega v_x=-\omega_cv_y,\quad \Omega v_y=\omega_cv_x .
\end{equation}
To solve $(1/\tau+\Omega)\chi_y=v_y$, try $\chi_y=\alpha v_y+\beta v_x$. Matching coefficients gives
\begin{equation}
\frac{\alpha}{\tau}-\omega_c\beta=1,\qquad \frac{\beta}{\tau}+\omega_c\alpha=0 .
\end{equation}
The second equation gives $\beta=-\omega_c\tau\alpha$, and the first then gives $\alpha=\tau/(1+\omega_c^2\tau^2)$. Similarly, $\chi_x=\tau(v_x+\omega_c\tau v_y)/(1+\omega_c^2\tau^2)$.

Let $D=n/m$ denote the Drude weight, constant over $k_BT$ at this order. The charge drive uses $\tau_e$:
\begin{equation}
\sigma_{xx}=\frac{D\tau_e}{1+a^2},\qquad \sigma_{xy}=-\frac{D\tau_e\,a}{1+a^2}.
\end{equation}
Since even and odd parts do not mix, $K_1=0$ and $\kappa=K_2/T$. The heat drive uses $\tau_h$, and the second moment supplies $L_0T$:
\begin{equation}
\kappa_{xx}=L_0T\frac{D\tau_h}{1+r^2a^2},\qquad
\kappa_{xy}=-L_0T\frac{D\tau_h\,ra}{1+r^2a^2}.
\end{equation}
Dividing,
\begin{equation}
\ell_{xx}=r\,\frac{1+a^2}{1+r^2a^2},\qquad
\ell_{xy}=r^2\,\frac{1+a^2}{1+r^2a^2}=r\,\ell_{xx}.
\label{eq:two}
\end{equation}
The comparison with the square follows at once:
\begin{equation}
\frac{\ell_{xy}}{\ell_{xx}^2}=\frac{1+r^2a^2}{1+a^2}
=1-\frac{(1-r^2)a^2}{1+a^2}.
\label{eq:square}
\end{equation}
For $a\ll1$ and $r<1$ the ratio is close to 1, which is the squared rule. A weak-field Hall current needs one relaxation time to build up the forward drift and another during which the field turns it. The longitudinal current needs one.

\subsection*{What happens in strong field}

For $ra\gg1$ with $r<1$, (\ref{eq:two}) gives $\ell_{xy}\to1$ and $\ell_{xx}\to1/r$. The Hall response becomes a drift independent of collisions, so it recovers the Wiedemann-Franz value. This holds for one closed band. In a compensated metal, with equal numbers of electrons and holes of different mobility, the drift terms cancel; what remains of $\sigma_{xy}$ scales as $1/\tau^2$, and with the same $r$ in both bands $\ell_{xy}\to1/r^2$ instead. The longitudinal response across a strong field instead needs collisions, and is proportional to $1/\tau$. Heat, which relaxes faster, is then conducted better relative to charge, and $\ell_{xx}$ exceeds 1.

In between, $\ell_{xx}=1$ when $r(1+a^2)=1+r^2a^2$, that is, at $a^2=1/r$. At this field $\ell_{xy}=r$, so a longitudinal ratio of 1 does not by itself prove elastic scattering.

For $r=0.6$, with $\hbar/\tau_e=0.003$ eV and $\hbar/\tau_h=0.005$ eV, the full kinetic matrix in energy and angle gives:
\begin{center}
\begin{tabular}{ccccc}
$a$ & $\ell_{xx}$ & $\ell_{xy}$ & $\ell_{xx}^2$ & $\ell_{xy}/\ell_{xx}^2$\\
0.1 & 0.604 & 0.362 & 0.365 & 0.994\\
1 & 0.882 & 0.529 & 0.779 & 0.680\\
2 & 1.230 & 0.738 & 1.512 & 0.488
\end{tabular}
\end{center}
At $a=1$, for instance, (\ref{eq:two}) gives $\ell_{xx}=0.6\times2/1.36=0.882$. The squared rule is good to 0.6\% at $a=0.1$ and is wrong by a factor of two at $a=2$.

\section{A collision operator with many relaxation times}

Real inelastic scattering has a spectrum of relaxation times. Consider an isotropic surface with particle-hole symmetry, and let $x=(\varepsilon-\mu)/k_BT$. Deviations have the form $(v_x+iv_y)\psi(x)$. From the action of $\Omega$ found above, $\Omega(v_x+iv_y)=i\omega_c(v_x+iv_y)$. With weight $w(x)=1/[4\cosh^2(x/2)]$, the responses are
\begin{equation}
R_u=\langle u,(C+i\omega_c)^{-1}u\rangle,\qquad \langle a,b\rangle=\int dx\,w\,ab ,
\end{equation}
with $u=1$ for charge and $u=x$ for heat. The real part gives the $xx$ component and the imaginary part the $xy$ component. In weak field
\begin{equation}
(C+i\omega_c)^{-1}=C^{-1}-i\omega_cC^{-2}+\dots
\end{equation}
Let $\langle C^{-n}\rangle_u=\langle u,C^{-n}u\rangle/\langle u,u\rangle$. The norms $\langle1,1\rangle=1$ and $\langle x,x\rangle=\pi^2/3$ are absorbed by $L_0$, so
\begin{equation}
\ell_{xx}=\frac{\langle C^{-1}\rangle_h}{\langle C^{-1}\rangle_e},\quad
\ell_{xy}=\frac{\langle C^{-2}\rangle_h}{\langle C^{-2}\rangle_e}
=\frac{s_h}{s_e}\,\ell_{xx}^2,\quad
s_u=\frac{\langle C^{-2}\rangle_u}{\langle C^{-1}\rangle_u^2}.
\label{eq:spread}
\end{equation}
Expanding $u$ in eigenfunctions of the symmetric operator $C$ shows that $s_u$ is the mean square relaxation time over the squared mean. Thus $s_u-1\ge0$ is the relative variance of the times contained in that drive. The squared rule holds in weak field when the two spreads are equal, and in particular when each drive has a single time.

\subsection*{Impurities and acoustic phonons}

Take a spherical Fermi surface, with phonons held in equilibrium and phonon energies small compared with $\mu$. Let $y k_BT$ be the energy gained in a collision. Deformation coupling gives a squared matrix element proportional to $q$, and the sphere supplies $q\,dq$, so the rate contains $y^2dy$. Absorption and emission both carry the factor $1/|e^y-1|$. Linearising the Pauli factors about equilibrium gives
\begin{equation}
C\psi=\frac{\psi(x)}{\tau_i}+\gamma\!\int_{-y_m}^{y_m}\!\!dy\,
\frac{y^2}{|e^y-1|}\frac{1-f_0(x+y)}{1-f_0(x)}
\left[\psi(x)-\cos\vartheta\,\psi(x+y)\right].
\end{equation}
Here $\tau_i$ is the impurity transport time, $\gamma$ sets the phonon strength, and $q=2k_F\sin(\vartheta/2)$ gives $\cos\vartheta=1-2(y/y_m)^2$, where $y_m$ belongs to $q=2k_F$. This assumes that $2k_F$ lies below the Debye wave number $q_D$, as for a small Fermi surface. In a monovalent free-electron metal $q_D=0.63\times2k_F$, so normal processes cannot scatter backwards, and Umklapp processes, omitted here, would have to be added.

For small angles, the bracket nearly vanishes for charge, $\psi=1$. For heat, $\psi=x$, it tends to $-y$: exchanging energy relaxes a heat current even without turning the electron.

With an impurity rate of 0.003 eV, a phonon out-rate of 0.002 eV at $\mu$, and $y_m=10$, the inverse mean times are $\hbar/\langle C^{-1}\rangle_e=0.00390$ eV and $\hbar/\langle C^{-1}\rangle_h=0.00842$ eV. Their ratio gives $\ell_{xx}=0.00390/0.00842=0.463$ in the weak-field limit. At $\hbar\omega_c=0.0003$ eV the computed values are
\begin{equation}
\ell_{xx}=0.4653,\qquad \ell_{xy}=0.2368,\qquad \ell_{xx}^2=0.2165 .
\end{equation}
The last digit of $\ell_{xy}$ is uncertain by one unit owing to the energy mesh. The Hall ratio lies 9\% above the square. The spreads explain this: $s_e=1.011$ and $s_h=1.111$ give $s_h/s_e=1.099$ in the weak-field limit. The relaxation times in the heat drive have a relative standard deviation of $\sqrt{0.111}=0.33$, against $\sqrt{0.0113}=0.11$ for charge.

As a contrast, let the total out-rate of this model, with its full dependence on $x$, act as a purely elastic relaxation rate. At zero field this gives $\ell_{xx}=0.665$. A ratio below 1 therefore does not by itself identify inelastic scattering; the conductivity per energy shell, which contains the velocities and the density of states as well as the rate, must also be known to vary little over $k_BT$.

These ratios concern electronic heat alone. Heat carried by the phonons, and the drag of phonons out of equilibrium, are left out. The numerical output below lists the values to more digits.

\section*{Values computed for the example and the checks}
\begin{verbatim}
L0 = 3.2899 (kB/e)^2 = 2.4430e-08 W ohm/K^2
PART 1: warped 2D band, elastic impurities
mu = 1.0 eV, kT = 0.01 eV, hbar*wc = 0.001 eV
warping: 0.2 cos2(th-0.3) + 0.1 cos4th
impurities: 0.002 per A^2, depth 0.5 eV, width 1.0 A
unwarped band: hbar/tau = 0.001224 eV, wc*tau = 0.8172
xx: sigma = 176.129 e^2/hbar, kappa/T = 579.165 kB^2/hbar, l = 0.999523
xy: sigma = -114.051 e^2/hbar, kappa/T = -375.215 kB^2/hbar, l = 1.000008
yx: sigma = 141.267 e^2/hbar, kappa/T = 464.709 kB^2/hbar, l = 0.999910
yy: sigma = 146.626 e^2/hbar, kappa/T = 482.155 kB^2/hbar, l = 0.999536
largest |l-1| = 4.77e-04
growth of misfit/T when T doubles = 3.9979
T^3 correction formula, relative error = 9.0e-05
PART 2: two relaxation times
hbar/tau_e = 0.003 eV, hbar/tau_h = 0.005 eV, r = 0.60, r^2 = 0.36
hbar*wc = 0.0003 eV, a = 0.10: l_xx = 0.6038, l_xy = 0.3623
   l_xx^2 = 0.3646, l_xy/l_xx^2 = 0.9937
hbar*wc = 0.003 eV, a = 1.00: l_xx = 0.8824, l_xy = 0.5294
   l_xx^2 = 0.7785, l_xy/l_xx^2 = 0.6800
hbar*wc = 0.006 eV, a = 2.00: l_xx = 1.2295, l_xy = 0.7377
   l_xx^2 = 1.5117, l_xy/l_xx^2 = 0.4880
PART 3: impurities and acoustic phonons, full operator
impurity rate = 0.003 eV, phonon out-rate at mu = 0.002 eV
largest phonon energy = 10 kT, hbar*wc = 0.0003 eV
mean charge rate hbar/<tau_e> = 0.003902 eV
mean heat rate hbar/<tau_h> = 0.008422 eV
l_xx = 0.4653, l_xy = 0.2368, l_xx^2 = 0.2165
l_xy/l_xx^2 = 1.0939
spreads: s_e = 1.0113, s_h = 1.1113, s_h/s_e = 1.0989
elastic rate varying over kT, zero field: l_xx = 0.6652
\end{verbatim}
